# Do perfect Bragg intensities fix a crystal structure?: verification in Python

```python
"""
Result under test: two different arrangements of four identical atoms in a
periodic one-dimensional cell have equal structure-factor moduli at every
integer order h:
    A(u) = {0, 1/2, u, u + 1/4},   B(u) = {0, 1/2, u, u - 1/4},  0 < u < 1/4.
Symbols: x = fractional coordinate (modulo 1), h = diffraction order,
F(h) = sum_j exp(2 pi i h x_j), intensity = |F|^2 in units of one point atom.
At u = 1/8 the atoms occupy sites of a ring with eight equal steps.
Congruent means related by a translation, an inversion, or both.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import expm


def set_a(u):
    return np.array([0.0, 0.5, u, u + 0.25]) % 1.0


def set_b(u):
    return np.array([0.0, 0.5, u, u - 0.25]) % 1.0


def structure_factor(x, h):
    h = np.asarray(h, dtype=float)
    return np.exp(2j * np.pi * h[..., None] * x).sum(axis=-1)


def gaps(x):
    s = np.sort(x)
    return np.diff(np.append(s, s[0] + 1.0))


def closed_intensity(h, u):
    if h % 2:
        return 2.0
    return 4.0 if h % 4 == 2 else 16 * np.cos(np.pi * h * u) ** 2


# Whole one-parameter family: direct sums against the closed form.
orders = np.arange(-40, 41)
phase_factor = np.array([1, -1j, 1, 1j])[orders % 4]
largest_family_error = 0.0
for u in np.linspace(0.003, 0.247, 62):
    fa = structure_factor(set_a(u), orders)
    fb = structure_factor(set_b(u), orders)
    expected = np.array([closed_intensity(int(h), u) for h in orders])
    error = max(np.abs(abs(fa)**2 - expected).max(),
                np.abs(abs(fb)**2 - expected).max())
    largest_family_error = max(largest_family_error, error)
    assert np.allclose(fb, phase_factor * fa, atol=1e-10)
    assert abs(gaps(set_a(u)).max() - 0.5) < 1e-12
    assert gaps(set_b(u)).max() < 0.5 - 1e-3
    ta, tb = [f[orders == 1][0]**2 * np.conj(f[orders == 2][0])
              for f in (fa, fb)]
    assert abs(ta - 4j * np.exp(4j * np.pi * u)) < 1e-10
    assert abs(tb + ta) < 1e-10
assert largest_family_error < 1e-10


# Exhaustive search on rings with n equal steps.
def canonical(sites, n):
    return min(tuple(sorted((sign * s + shift) % n for s in sites))
               for sign in (1, -1) for shift in range(n))


def difference_counts(sites, n):
    counts = [0] * n
    for s in sites:
        for t in sites:
            counts[(s - t) % n] += 1
    return tuple(counts)


def homometric_pairs(n):
    found = []
    for k in range(1, n + 1):
        classes = sorted({canonical(c, n) for c in combinations(range(n), k)})
        found += [(p, q) for p, q in combinations(classes, 2)
                  if difference_counts(p, n) == difference_counts(q, n)]
    return found


pairs_below_eight = sum(len(homometric_pairs(n)) for n in range(2, 8))
pairs_eight = homometric_pairs(8)
u0 = 1 / 8
xa, xb = set_a(u0), set_b(u0)
sites_a = sorted(int(round(8 * x)) for x in xa)
sites_b = sorted(int(round(8 * x)) for x in xb)
assert pairs_below_eight == 0 and len(pairs_eight) == 1
assert set(pairs_eight[0]) == {canonical(sites_a, 8), canonical(sites_b, 8)}
empty_a = [s for s in range(8) if s not in sites_a]
assert canonical(empty_a, 8) == canonical(sites_b, 8)


def cyclic_distances(sites):
    return sorted(min(t - s, 8 - t + s) for s, t in combinations(sites, 2))


assert cyclic_distances(sites_a) == cyclic_distances(sites_b)

# Real-space convolution that turns arrangement A into arrangement B.
occupation_a = np.zeros(8)
occupation_b = np.zeros(8)
occupation_a[sites_a] = 1
occupation_b[sites_b] = 1
convolved = sum(weight * np.roll(occupation_a, shift) for weight, shift
                in ((0.5, 0), (-0.5, 2), (0.5, 4), (0.5, 6)))
assert np.allclose(convolved, occupation_b)

# Move only the fourth atom and look for unchanged intensities.
u_scan, steps = 0.1, 4000
scan_orders = np.arange(1, 9)
reference = abs(structure_factor(set_a(u_scan), scan_orders))**2
mismatch = np.array([np.abs(abs(structure_factor(
    np.array([0, 0.5, u_scan, j / steps]), scan_orders))**2
    - reference).max() for j in range(steps)])
unchanged = np.where(mismatch < 1e-9)[0] / steps
assert np.allclose(unchanged, [u_scan + 0.25, u_scan + 0.75])
control_position = u_scan + 0.35
control_change = mismatch[int(round(control_position * steps))]
assert control_change > 0.1

# Continuous densities of Gaussian atoms, transformed numerically.
cell, width, points = 8.0, 0.2, 512
grid = np.arange(points) * cell / points


def density(x):
    rho = np.zeros(points)
    for position in x * cell:
        for image in range(-2, 3):
            rho += np.exp(-(grid - position - image * cell)**2
                          / (2 * width**2))
    return rho / (width * np.sqrt(2 * np.pi))


rho_a, rho_b = density(xa), density(xb)
fft_a = np.fft.fft(rho_a) * cell / points
fft_b = np.fft.fft(rho_b) * cell / points
for h in range(17):
    form = np.exp(-2 * (np.pi * width * h / cell)**2)
    target = form**2 * closed_intensity(h, u0)
    assert abs(abs(fft_a[h])**2 - target) < 1e-9
    assert abs(abs(fft_b[h])**2 - target) < 1e-9
overlaps = [np.fft.ifft(np.conj(fft_a) * transform).real.max()
            for transform in (fft_b, np.conj(fft_b))]
self_overlap = np.fft.ifft(abs(fft_a)**2).real[0]
best_overlap = max(overlaps) / self_overlap
assert 0.7 < best_overlap < 0.8

# Isolated four-atom pieces, observed between the Bragg orders.
half_a = abs(structure_factor(xa, 0.5))**2
half_b = abs(structure_factor(xb, 0.5))**2
assert abs(half_a - half_b) > 1

# Atoms on a real planar circle: average over directions, then fixed plane.
q_radius = 3.0


def circle_points(x):
    return np.stack([np.cos(2*np.pi*x), np.sin(2*np.pi*x), 0*x])


cos_theta, gauss_weight = np.polynomial.legendre.leggauss(40)
phi = np.arange(80) * 2 * np.pi / 80
sin_theta = np.sqrt(1 - cos_theta**2)
directions = np.stack([np.outer(sin_theta, np.cos(phi)),
                       np.outer(sin_theta, np.sin(phi)),
                       np.outer(cos_theta, np.ones(80))], axis=-1)


def averaged_intensity(x):
    amplitude = np.exp(1j * q_radius * directions @ circle_points(x)).sum(-1)
    return (gauss_weight @ (abs(amplitude)**2).mean(axis=1)) / 2


def in_plane_intensity(x):
    angle = np.arange(720) * 2 * np.pi / 720
    q = np.stack([np.cos(angle), np.sin(angle), 0 * angle], axis=-1)
    return abs(np.exp(1j * q_radius * q @ circle_points(x)).sum(-1))**2


average_a, average_b = averaged_intensity(xa), averaged_intensity(xb)
plane_a, plane_b = in_plane_intensity(xa), in_plane_intensity(xb)
assert abs(average_a - average_b) < 1e-9
# Sorted values do not depend on how either ring is turned in its plane.
plane_difference = np.abs(np.sort(plane_a) - np.sort(plane_b)).max()
assert plane_difference > 0.1

# Many-beam model: H = h^2 on the diagonal, coupling * F(h-k) * damping off it.
beams = np.arange(-8, 9)
transfer = beams[:, None] - beams[None, :]


def beam_one_intensity(x, coupling):
    potential = structure_factor(x, transfer) * np.exp(-0.08 * transfer**2)
    np.fill_diagonal(potential, 0)
    h_matrix = np.diag(beams.astype(float)**2) + coupling * potential
    wave = expm(-1j * h_matrix)[:, 8]
    assert abs(np.sum(abs(wave)**2) - 1) < 1e-10
    return abs(wave[9])**2


couplings = (0.01, 0.02, 0.1)
relative = []
for coupling in couplings:
    ia, ib = [beam_one_intensity(x, coupling) for x in (xa, xb)]
    relative.append(abs(ia - ib) / (0.5 * (ia + ib)))
assert 1.9 < relative[1] / relative[0] < 2.1
assert relative[2] > 0.01

# Printed record.
print(f"cell length a = {cell:.2f} angstrom, u = {u0:.3f} (fraction of a)")
print(f"Gaussian atom width = {width:.2f} angstrom")
print("sites of A, B (units a/8):", sites_a, sites_b)
for name, x in (("A", xa), ("B", xb)):
    print(f"positions {name} (angstrom):", np.round(np.sort(x) * cell, 3))
    print(f"neighbour gaps {name} (angstrom):", np.round(gaps(x) * cell, 3))
print("cyclic distances A (units a/8):", cyclic_distances(sites_a))
print("cyclic distances B (units a/8):", cyclic_distances(sites_b))
print("h | Re F_A, Im F_A | Re F_B, Im F_B | I_A, I_B (point-atom units)")
for h in range(8):
    fa, fb = structure_factor(xa, h), structure_factor(xb, h)
    v = np.round([fa.real, fa.imag, fb.real, fb.imag,
                  abs(fa)**2, abs(fb)**2], 4) + 0.0
    print(f"{h} | {v[0]:.4f}, {v[1]:.4f} | {v[2]:.4f}, {v[3]:.4f}"
          f" | {v[4]:.4f}, {v[5]:.4f}")
for name, x in (("A", xa), ("B", xb)):
    t = structure_factor(x, 1)**2 * np.conj(structure_factor(x, 2))
    print(f"triplet F(1)^2 F(2)* for {name} (dimensionless): {t.real:.4f}")
print(f"largest intensity error, family, |h|<=40: {largest_family_error:.1e}")
print("homometric pairs, rings of 2 to 7 sites (count):", pairs_below_eight)
print("homometric pairs, ring of 8 sites (count):", len(pairs_eight))
print("empty sites of A (units a/8):", empty_a)
print(f"scan of fourth atom at u = {u_scan:.2f}, steps per cell: {steps}")
print("positions with unchanged intensities (fraction of a):", unchanged)
print(f"control position (fraction of a): {control_position:.2f}")
print(f"largest intensity change there (point-atom units): {control_change:.3f}")
print(f"best density overlap of A and B (fraction): {best_overlap:.4f}")
print(f"I at h = 1/2, isolated A, B (point-atom units): {half_a:.3f}, {half_b:.3f}")
print(f"planar circle, q times radius (dimensionless): {q_radius:.1f}")
print(f"orientation average A, B (point-atom units): "
      f"{average_a:.5f}, {average_b:.5f}")
print(f"in-plane maximum A, B (point-atom units): "
      f"{plane_a.max():.3f}, {plane_b.max():.3f}")
print(f"largest sorted in-plane difference (point-atom units): "
      f"{plane_difference:.3f}")
for coupling, value in zip(couplings, relative):
    print(f"many-beam coupling {coupling:.2f} (dimensionless): "
          f"relative difference of beam 1 = {100 * value:.3f} percent")
print("success")
```

Running it gives:

```
cell length a = 8.00 angstrom, u = 0.125 (fraction of a)
Gaussian atom width = 0.20 angstrom
sites of A, B (units a/8): [0, 1, 3, 4] [0, 1, 4, 7]
positions A (angstrom): [0. 1. 3. 4.]
neighbour gaps A (angstrom): [1. 2. 1. 4.]
positions B (angstrom): [0. 1. 4. 7.]
neighbour gaps B (angstrom): [1. 3. 3. 1.]
cyclic distances A (units a/8): [1, 1, 2, 3, 3, 4]
cyclic distances B (units a/8): [1, 1, 2, 3, 3, 4]
h | Re F_A, Im F_A | Re F_B, Im F_B | I_A, I_B (point-atom units)
0 | 4.0000, 0.0000 | 4.0000, 0.0000 | 16.0000, 16.0000
1 | 0.0000, 1.4142 | 1.4142, 0.0000 | 2.0000, 2.0000
2 | 2.0000, 0.0000 | 2.0000, 0.0000 | 4.0000, 4.0000
3 | 0.0000, 1.4142 | -1.4142, 0.0000 | 2.0000, 2.0000
4 | 0.0000, 0.0000 | 0.0000, 0.0000 | 0.0000, 0.0000
5 | 0.0000, -1.4142 | -1.4142, 0.0000 | 2.0000, 2.0000
6 | 2.0000, 0.0000 | 2.0000, 0.0000 | 4.0000, 4.0000
7 | 0.0000, -1.4142 | 1.4142, 0.0000 | 2.0000, 2.0000
triplet F(1)^2 F(2)* for A (dimensionless): -4.0000
triplet F(1)^2 F(2)* for B (dimensionless): 4.0000
largest intensity error, family, |h|<=40: 1.6e-13
homometric pairs, rings of 2 to 7 sites (count): 0
homometric pairs, ring of 8 sites (count): 1
empty sites of A (units a/8): [2, 5, 6, 7]
scan of fourth atom at u = 0.10, steps per cell: 4000
positions with unchanged intensities (fraction of a): [0.35 0.85]
control position (fraction of a): 0.45
largest intensity change there (point-atom units): 5.854
best density overlap of A and B (fraction): 0.7505
I at h = 1/2, isolated A, B (point-atom units): 10.640, 4.117
planar circle, q times radius (dimensionless): 3.0
orientation average A, B (point-atom units): 4.30360, 4.30360
in-plane maximum A, B (point-atom units): 9.158, 12.064
largest sorted in-plane difference (point-atom units): 2.905
many-beam coupling 0.01 (dimensionless): relative difference of beam 1 = 1.047 percent
many-beam coupling 0.02 (dimensionless): relative difference of beam 1 = 2.094 percent
many-beam coupling 0.10 (dimensionless): relative difference of beam 1 = 10.595 percent
success
```
